# Oxygen-potential profiles in mixed conductors by shooting on electronic current: a program that tests the result

```python
# RESULT UNDER TEST
# Steady oxygen potential in a mixed conductor carrying current density j:
#     du/dx = (j - je)/s_ion - je/s_el(u),   u = mu_O2/(4F) in volts,
# fuel at x = 0, air at x = L, j > 0 towards air. The constant electronic
# current je is found by shooting from air until u(0) is the fuel value.
# s_ion, s_el: ionic and electronic conductivity (S/cm); ji = j - je.
# V = voltage of the air side against the fuel side; VT = RT/F.
# Lengths are in cm and current densities in A/cm2 unless printed otherwise.
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.optimize import brentq

F = const.N_A * const.e
T = 873.0
VT = const.R * T / F
S_ION = 0.02            # rough, doped ceria near 873 K
P_EQUAL = 1e-22         # bar, where electron and ion conductivities match
S_HOLE_1BAR = 3e-5      # rough hole conductivity at 1 bar O2
S_ELEC_1BAR = S_ION * P_EQUAL**0.25
P_FUEL, P_AIR = 1e-26, 0.21
U_FUEL = VT / 4 * math.log(P_FUEL)
U_AIR = VT / 4 * math.log(P_AIR)
SPAN = U_AIR - U_FUEL
L = 0.05
MOBILITY = 4e-3         # cm2/Vs, rough small-polaron mobility
DOPANT = 2.5e21         # cm^-3, about 10 percent of the cation sites


def dilute(u):
    # The clip only protects wild trial stages of the integrator.
    t = min(max(u / VT, -100.0), 100.0)
    s_el = S_ELEC_1BAR * math.exp(-t) + S_HOLE_1BAR * math.exp(t)
    return S_ION, s_el


def reduced(u):
    # y = n/[dopant]; neutrality and mass action give y^2 (1+y) = y0^2.
    t = min(max(u / VT, -100.0), 100.0)
    s_n = S_ELEC_1BAR * math.exp(-t)
    y0 = s_n / (const.e * MOBILITY * DOPANT)
    y = y0
    for _ in range(8):
        y -= (y * y * (1 + y) - y0 * y0) / (2 * y + 3 * y * y)
    ratio = y / y0
    s_el = s_n * ratio + S_HOLE_1BAR * math.exp(t) / ratio
    return S_ION * (1 + y), s_el


def slope(u, j, je, model=dilute):
    s_ion, s_el = model(u)
    return (j - je) / s_ion - je / s_el


def march(u_start, x_start, x_end, j, je, model=dilute, dense=False):
    sol = solve_ivp(lambda x, y: [slope(y[0], j, je, model)],
                    (x_start, x_end), [u_start], method="DOP853",
                    rtol=1e-10, atol=1e-12, dense_output=dense)
    assert sol.success
    return sol


def miss(je, j, length=L, model=dilute, r=0.0):
    # r: resistance of each electrode to oxygen exchange, ohm cm2
    ji = j - je
    end = march(U_AIR - r * ji, length, 0.0, j, je, model).y[0, -1]
    return end - (U_FUEL + r * ji)


def bracket_end(j, length=L, model=dilute, r=0.0):
    return j - SPAN / (length / model(U_FUEL)[0] + 2 * r)


def shoot(j, length=L, model=dilute, r=0.0):
    ends = sorted([0.0, bracket_end(j, length, model, r)])
    return brentq(miss, ends[0], ends[1], args=(j, length, model, r),
                  xtol=1e-14, rtol=1e-12)


def thickness_by_quadrature(j, je, model=dilute):
    nodes, weights = np.polynomial.legendre.leggauss(12)
    edges = np.linspace(U_FUEL, U_AIR, 401)
    half = (edges[1] - edges[0]) / 2
    total = 0.0
    for left in edges[:-1]:
        for z, w in zip(nodes, weights):
            f = slope(left + half * (1 + z), j, je, model)
            assert f > 0          # monotone profile
            total += half * w / f
    return total


def relaxed_ionic_current(j):
    # Global conservation with local transference numbers, no shooting.
    u = np.linspace(U_FUEL, U_AIR, 20001)
    s_el = np.array([dilute(v)[1] for v in u])
    t_ion = S_ION / (S_ION + s_el)
    theta = cumulative_trapezoid(t_ion * s_el, u, initial=0)
    x = np.linspace(0, L, 4001)
    th = theta[-1] * x / L
    for _ in range(600):
        area = cumulative_trapezoid(np.interp(th, theta, t_ion), x,
                                    initial=0)
        ji = (theta[-1] + j * area[-1]) / L
        th = 0.8 * th + 0.2 * (ji * x - j * area)
    return ji


def leakage_formula(u_fuel, u_air, length):
    s0 = S_ELEC_1BAR * math.exp(-u_fuel / VT)
    s1 = S_ELEC_1BAR * math.exp(-u_air / VT)
    return S_ION * VT / length * math.log((S_ION + s0) / (S_ION + s1))


def log10_p(u):
    return 4 * u / (VT * math.log(10))


print(f"T = {T:.0f} K, RT/F = {VT*1e3:.2f} mV, L = {L*1e4:.0f} um")
print(f"ionic conductivity = {S_ION:.3f} S/cm")
print(f"electron part at 1 bar = {S_ELEC_1BAR:.3e} S/cm")
print(f"hole part at 1 bar = {S_HOLE_1BAR:.1e} S/cm")
print(f"electronic conductivity, fuel face = {dilute(U_FUEL)[1]:.4f} S/cm")
print(f"electronic conductivity, air face = {dilute(U_AIR)[1]:.3e} S/cm")
print(f"O2 pressure: fuel {P_FUEL:.0e} bar, air {P_AIR:.2f} bar")
print(f"u_fuel = {U_FUEL:.4f} V, u_air = {U_AIR:.4f} V")
print(f"u_air - u_fuel = {SPAN:.4f} V")
print(f"short-circuit current = {S_ION*SPAN/L*1e3:.1f} mA/cm2")

# Trial shots at open circuit: opposite signs at the ends, monotone between.
trials = np.linspace(bracket_end(0.0), 0.0, 9)
errors = [miss(je, 0.0) for je in trials]
assert errors[0] < 0 < errors[-1] and np.all(np.diff(errors) > 0)
print("trial shots at j = 0: je (mA/cm2), miss in u(0) (V)")
for je, err in list(zip(trials, errors))[::2]:
    print(f"  {je*1e3:9.2f}  {err:9.4f}")

currents = [-0.15, 0.0, 0.15, 0.60]
root, profile, volt = {}, {}, {}
print("j, je, ji (mA/cm2), V (V)")
for j in currents:
    je = root[j] = shoot(j)
    ji = j - je
    ends = sorted([0.0, bracket_end(j)])
    assert ends[0] < je < ends[1]
    assert abs(thickness_by_quadrature(j, je) / L - 1) < 1e-6
    assert abs(relaxed_ionic_current(j) - ji) < 1e-4 * max(abs(ji), 0.01)
    sol = profile[j] = march(U_AIR, L, 0.0, j, je, dense=True).sol
    # Each carrier law integrated from air, then local equilibrium tested.
    d = np.concatenate([[0.0], np.geomspace(1e-10, L, 20000)])
    u = sol(L - d)[0]
    s_el = np.array([dilute(v)[1] for v in u])
    eta_e = -cumulative_trapezoid(F * je / s_el, d, initial=0)
    eta_o = -2 * F * ji / S_ION * d
    mu = const.R * T * math.log(10) * log10_p(u)
    gap = eta_o - 0.5 * (mu - mu[0]) - 2 * eta_e
    assert np.max(np.abs(gap)) < 5.0      # J/mol, trapezoid error
    volt[j] = SPAN - ji * L / S_ION
    assert abs(eta_e[-1] / F - volt[j]) < 5e-5
    assert je * volt[j] < 0
    print(f"  {j*1e3:7.1f} {je*1e3:10.4f} {ji*1e3:9.3f} {volt[j]:9.4f}")

print("log10(pO2/bar) at x (um) for j = -150, 0, 150 mA/cm2")
for x_um in [0, 100, 200, 300, 400, 450, 490, 499, 500]:
    row = [log10_p(profile[j](x_um * 1e-4)[0]) for j in currents[:3]]
    print(f"  {x_um:4d}  " + "  ".join(f"{v:8.3f}" for v in row))

# Open circuit: leakage formula and conditioning of the two directions.
je0 = root[0.0]
leak = -je0
formula = leakage_formula(U_FUEL, U_AIR, L)
assert abs(formula / leak - 1) < 1e-3     # holes are left out of it
print(f"leakage without holes, formula = {formula*1e3:.4f} mA/cm2")
assert abs(march(U_FUEL, 0, L, 0.0, je0).y[0, -1] - U_AIR) < 1e-4


def endpoint_sensitivity(u_start, x0, x1, rel):
    h = rel * abs(je0)
    up = march(u_start, x0, x1, 0.0, je0 + h).y[0, -1]
    down = march(u_start, x0, x1, 0.0, je0 - h).y[0, -1]
    return (up - down) / (2 * h)


from_fuel = endpoint_sensitivity(U_FUEL, 0, L, 1e-5)
from_air = endpoint_sensitivity(U_AIR, L, 0, 1e-3)
ratio = -slope(U_AIR, 0, je0) / slope(U_FUEL, 0, je0)
assert abs(from_fuel / from_air / ratio - 1) < 2e-3
print(f"du(L)/dje shooting from fuel = {from_fuel:.1f} V cm2/A")
print(f"du(0)/dje shooting from air = {from_air:.3f} V cm2/A")
print(f"ratio from end slopes = {ratio:.1f}")

# Strong electrolysis: ionic share tends to its fuel-face value.
j_big = -5.0
share = (j_big - shoot(j_big)) / j_big
limit = S_ION / (S_ION + dilute(U_FUEL)[1])
assert abs(share - limit) < 1e-4
share_150 = (-0.15 - root[-0.15]) / -0.15
print(f"ionic share at -150 mA/cm2 = {share_150:.4f}")
print(f"ionic share at -5 A/cm2 = {share:.5f}, limit = {limit:.5f}")

# Size of neglected effects, all at open circuit unless stated.
R_EL = 0.2
print(f"electrode resistance, each (rough) = {R_EL:.1f} ohm cm2")
for length in [L, 1e-3]:
    bare = -shoot(0.0, length)
    loss = -shoot(0.0, length, r=R_EL)
    check = leakage_formula(U_FUEL + R_EL * loss, U_AIR - R_EL * loss,
                            length)
    assert abs(check / loss - 1) < 5e-3 and loss < bare
    print(f"  L = {length*1e4:.0f} um: leakage {bare*1e3:.2f} -> "
          f"{loss*1e3:.2f} mA/cm2")
je_red = shoot(0.0, model=reduced)
assert abs(thickness_by_quadrature(0.0, je_red, reduced) / L - 1) < 1e-6
extra = reduced(U_FUEL)[0] / S_ION - 1
print(f"mobility {MOBILITY:.0e} cm2/Vs, dopant {DOPANT:.1e} cm^-3 (rough)")
print(f"extra vacancies at fuel face = {extra*100:.2f} %")
print(f"leakage with extra vacancies = {-je_red*1e3:.3f} mA/cm2")
EPS_R, KAPPA = 30.0, 0.02
debye = math.sqrt(EPS_R * const.epsilon_0 * const.k * T
                  / (4 * const.e**2 * DOPANT / 2 * 1e6))
steepest = max(slope(v, 0, je0) for v in np.linspace(U_FUEL, U_AIR, 5001))
width = VT / steepest * 1e-2
assert debye < 0.1 * width
print(f"Debye length (permittivity {EPS_R:.0f}) = {debye*1e9:.3f} nm")
print(f"steepest-layer width VT/u' = {width*1e9:.1f} nm")
heat = max((j - root[j]) * SPAN - j * volt[j] for j in currents[:3])
rise = heat * L / (4 * KAPPA)
print(f"largest heat release, |j| <= 150 mA/cm2 = {heat:.4f} W/cm2")
print(f"heating bound ({KAPPA:.2f} W/cm K) = {rise:.3f} K")
print("all assertions hold")
```

It prints:

```
T = 873 K, RT/F = 75.23 mV, L = 500 um
ionic conductivity = 0.020 S/cm
electron part at 1 bar = 6.325e-08 S/cm
hole part at 1 bar = 3.0e-05 S/cm
electronic conductivity, fuel face = 0.2000 S/cm
electronic conductivity, air face = 2.040e-05 S/cm
O2 pressure: fuel 1e-26 bar, air 0.21 bar
u_fuel = -1.1259 V, u_air = -0.0294 V
u_air - u_fuel = 1.0966 V
short-circuit current = 438.6 mA/cm2
trial shots at j = 0: je (mA/cm2), miss in u(0) (V)
    -438.64    -0.9233
    -328.98    -0.6491
    -219.32    -0.3749
    -109.66    -0.0989
       0.00     1.0966
j, je, ji (mA/cm2), V (V)
   -150.0  -178.9779    28.978    1.0241
      0.0   -72.1872    72.187    0.9161
    150.0    -8.3980   158.398    0.7006
    600.0     0.0619   599.938   -0.4033
log10(pO2/bar) at x (um) for j = -150, 0, 150 mA/cm2
     0   -26.000   -26.000   -26.000
   100   -25.421   -25.056   -24.154
   200   -24.735   -24.028   -22.275
   300   -23.850   -22.825   -20.292
   400   -22.470   -21.153   -17.930
   450   -21.179   -19.724   -16.179
   490   -18.303   -16.728   -12.720
   499   -14.149   -12.317    -2.072
   500    -0.678    -0.678    -0.678
leakage without holes, formula = 72.1567 mA/cm2
du(L)/dje shooting from fuel = -2453.7 V cm2/A
du(0)/dje shooting from air = 2.750 V cm2/A
ratio from end slopes = -892.1
ionic share at -150 mA/cm2 = -0.1932
ionic share at -5 A/cm2 = 0.09091, limit = 0.09091
electrode resistance, each (rough) = 0.2 ohm cm2
  L = 500 um: leakage 72.19 -> 67.33 mA/cm2
  L = 10 um: leakage 3609.36 -> 926.68 mA/cm2
mobility 4e-03 cm2/Vs, dopant 2.5e+21 cm^-3 (rough)
extra vacancies at fuel face = 11.81 %
leakage with extra vacancies = 74.094 mA/cm2
Debye length (permittivity 30) = 0.158 nm
steepest-layer width VT/u' = 28.7 nm
largest heat release, |j| <= 150 mA/cm2 = 0.1854 W/cm2
heating bound (0.02 W/cm K) = 0.116 K
all assertions hold
```
